# How wide surface-potential fluctuations lower the conductance peak of interface traps: test program

```python
# Result under test: for interface traps continuous in energy, with Gaussian
# surface-potential fluctuations of standard deviation s (in units of kT/q),
#   max over frequency of (G_p/omega) / C_it  ->  sqrt(pi/8)/s = 0.627/s,  s >> 1,
# with the bounds  sqrt(pi/8)/s*(1-(1+pi^2/4)/(2 s^2)) <= max <= sqrt(pi/8)/s.
# G_p: parallel trap conductance per area, omega: angular frequency,
# C_it = q^2 D_it: trap capacitance, tau: capture time 1/(c n_s) of a patch,
# x = ln(omega tau), u = (trap energy - Fermi energy)/kT, f: trap occupation.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.stats import norm

LIMIT = np.sqrt(np.pi / 8)
VARIANCE = 1 + np.pi**2 / 4


def kernel(x):
    """Derived continuum response G_p/(omega C_it) of a uniform patch."""
    return np.logaddexp(0, 2 * x) / (2 * np.exp(x))


# Time-domain response: periodic solution of the full rate equation
#   omega tau df/dtheta = exp(eps cos theta)(1-f) - exp(u) f
# by Fourier collocation, for every frequency and every trap energy.
eps, n_time = 1e-3, 9
theta = 2 * np.pi * np.arange(n_time) / n_time
index = np.arange(n_time)
gap = index[:, None] - index[None, :]
half_angle = np.where(gap == 0, 1.0, np.sin(np.pi * gap / n_time))
derivative = np.where(gap == 0, 0.0, 0.5 * (-1.0)**np.abs(gap) / half_angle)
dx, du = 0.25, 0.5
xg = np.arange(-20, 20 + dx / 2, dx)
ug = np.arange(-30, 35 + du / 2, du)
capture = np.exp(eps * np.cos(theta))
response = np.empty((xg.size, ug.size))
for i, x in enumerate(xg):
    loss_rate = capture[None, :] + np.exp(ug)[:, None]
    matrix = np.exp(x) * derivative + loss_rate[:, :, None] * np.eye(n_time)
    rhs = np.broadcast_to(capture[None, :, None], (ug.size, n_time, 1))
    occupation = np.linalg.solve(matrix, rhs)[:, :, 0]
    slope = occupation @ derivative.T
    response[i] = 2 * np.mean(slope * np.cos(theta), axis=1) / eps
k_time = response.sum(axis=1) * du
kernel_error = np.max(np.abs(k_time - kernel(xg)))
assert kernel_error < 1e-6

# The kernel as an exponential density folded with half a sech
for x in (-2.0, 0.5, 3.0):
    folded = quad(lambda t: np.exp(-t) * 0.5 / np.cosh(x - t), 0, 40,
                  points=[max(x, 0.1)], epsabs=1e-11)[0]
    assert abs(folded - kernel(x)) < 1e-8

# Moments of the time-domain response
area = k_time.sum() * dx
mean = (xg * k_time).sum() * dx / area
variance = ((xg - mean)**2 * k_time).sum() * dx / area
third = ((xg - mean)**3 * k_time).sum() * dx / area
assert abs(area - np.pi / 2) < 1e-5
assert abs(mean - 1) < 1e-4
assert abs(variance - VARIANCE) < 1e-3
assert abs(third - 2) < 5e-3


def averaged(x0, s):
    """Patch average of the time-domain response; x0 refers to the mean patch."""
    return np.sum(k_time * norm.pdf(xg, x0, s)) * dx


def peak(function, low=-3.0, high=5.0):
    found = minimize_scalar(lambda x: -function(x), bounds=(low, high),
                            method="bounded", options={"xatol": 1e-9})
    return found.x, -found.fun


print("TESTS (dimensionless)")
print(f"largest kernel error, time domain vs formula: {kernel_error:.1e}")
print(f"area {area:.5f}, mean {mean:.4f}, variance {variance:.4f}, third {third:.3f}")
print(f"limit constant sqrt(pi/8): {LIMIT:.5f}")
x_flat, h_flat = peak(kernel)
print(f"no fluctuations: peak/C_it {h_flat:.4f} at omega*tau {np.exp(x_flat):.3f}")
for s in (2.0, 5.0, 10.0, 20.0):
    x_s, h_s = peak(lambda x: averaged(x, s))
    lower = LIMIT * (1 - VARIANCE / (2 * s**2))
    assert lower < s * h_s < LIMIT
    print(f"s={s:4.0f}: s*peak/C_it {s*h_s:.5f}, lower bound {lower:.5f}, "
          f"omega*tau {np.exp(x_s):.3f}")
# last width: first corrections to height and position
assert abs(s**2 * (1 - s * h_s / LIMIT) / (VARIANCE / 2) - 1) < 0.02
assert abs((1 - x_s) * s**2 - 1) < 0.05
very_wide = 200.0
h_wide = peak(lambda x: averaged(x, very_wide))[1]
assert abs(very_wide * h_wide - LIMIT) < 1e-4
print(f"s={very_wide:4.0f}: s*peak/C_it {very_wide*h_wide:.5f}")

# Worked example: n-type Ge MOS capacitor, rough typical values, lengths in cm
T = 100.0
doping, d_it = 1e16, 5e11            # cm^-3, cm^-2 eV^-1
bending, sigma_mv = 0.100, 40.0      # V, mV
cross_section, t_ox = 1e-15, 10e-7   # cm^2, cm
m_t, m_l, m_hole, band_gap = 0.08, 1.6, 0.33, 0.73   # masses in m_e, gap in eV
eps_ge, eps_ox, donor_ev = 16.0, 3.9, 0.013
q, kb = const.e, const.k
vt = kb * T / q
eps0 = const.epsilon_0 / 100         # F/cm
s = sigma_mv * 1e-3 / vt
c_it = q * d_it
m_cond = 3 / (2 / m_t + 1 / m_l)
velocity = 100 * np.sqrt(3 * kb * T / (m_cond * const.m_e))
n_surface = doping * np.exp(-bending / vt)
tau = 1 / (cross_section * velocity * n_surface)
x_p, h_p = peak(lambda x: averaged(x, s))
frequency = np.exp(x_p) / (2 * np.pi * tau)

# Single peak of G_p/omega and steady rise of G_p for this width
scan = np.arange(-8, 10, 0.2)
curve = np.array([averaged(x, s) for x in scan])
assert np.all(np.diff(np.log(curve), 2) < 0)
assert np.all(np.diff(curve * np.exp(scan)) > 0)

print("EXAMPLE: n-type Ge MOS capacitor, rough typical inputs")
print(f"temperature {T:.0f} K, thermal voltage {vt*1e3:.3f} mV")
print(f"doping {doping:.1e} cm^-3, D_it {d_it:.1e} cm^-2 eV^-1")
print(f"mean band bending {bending*1e3:.0f} mV, fluctuation {sigma_mv:.0f} mV")
print(f"oxide thickness (SiO2 equivalent) {t_ox*1e7:.0f} nm")
print(f"capture cross-section {cross_section:.1e} cm^2")
print(f"masses: transverse {m_t}, longitudinal {m_l}, conductivity {m_cond:.3f} m_e")
print(f"band gap {band_gap} eV = {band_gap/vt:.1f} kT")
print(f"s {s:.3f}, trap capacitance {c_it*1e9:.2f} nF/cm2")
print(f"thermal velocity {velocity:.3e} cm/s")
print(f"mean-patch electron density {n_surface:.3e} cm^-3, tau {tau*1e3:.4f} ms")
print(f"peak/C_it: full average {h_p:.5f}, wide-limit law {LIMIT/s:.5f}")
print(f"peak G_p/omega: full {h_p*c_it*1e9:.3f}, law {LIMIT/s*c_it*1e9:.3f} nF/cm2")
print(f"law too high by {100*(LIMIT/s/h_p-1):.2f} %")
print(f"peak at omega*tau {np.exp(x_p):.3f}, frequency {frequency/1e3:.4f} kHz")
print(f"D_it read with law {d_it*h_p*s/LIMIT:.3e} cm^-2 eV^-1")
print(f"D_it read ignoring fluctuations {d_it*h_p/h_flat:.3e} cm^-2 eV^-1")
window = 4.0
loss_near = quad(lambda d: norm.pdf(d, 0, s) * kernel(x_p - d), -window, window)[0]
patch_near = norm.cdf(window / s) - norm.cdf(-window / s)
print(f"within {window:.0f} kT/q of mean: {100*patch_near:.1f} % of patches, "
      f"{100*loss_near/h_p:.1f} % of peak loss")

print("NEGLECTED EFFECTS")
# D_it rising exponentially toward the conduction band
decay_ev = 0.10
a = vt / decay_ev
k_slope = (response * np.exp(a * ug)).sum(axis=1) * du
h_slope = peak(lambda x: np.sum(k_slope * np.exp(a * (x - xg))
                               * norm.pdf(xg, x, s)) * dx)[1]
print(f"D_it slope, decay energy {decay_ev:.2f} eV: peak change "
      f"{100*(h_slope/h_p-1):+.1f} %")

# Each patch in series with its own piece of oxide instead of one common node
c_ox = eps_ox * eps0 / t_ox
delta = np.linspace(-7 * s, 7 * s, 2000)
weight = norm.pdf(delta, 0, s) * (delta[1] - delta[0])
v = -bending / vt + delta
debye = np.sqrt(eps_ge * eps0 * vt / (q * doping))
c_semi = (eps_ge * eps0 / (np.sqrt(2) * debye) * np.abs(np.expm1(v))
          / np.sqrt(np.expm1(v) - v))


def complex_capacitance(x0):
    jy = 1j * np.exp(x0 - delta)
    return c_semi + c_it * np.log1p(jy) / jy


def separate_oxide(x0):
    c = complex_capacitance(x0)
    total = np.sum(weight * c_ox * c / (c_ox + c))
    return -(total * c_ox / (c_ox - total)).imag


common = -np.sum(weight * complex_capacitance(x_p)).imag
assert abs(common / (c_it * h_p) - 1) < 1e-4
x_scan = np.arange(-8, 10, 0.02)
series_curve = np.array([separate_oxide(x) for x in x_scan])
best = np.argmax(series_curve)
assert 0 < best < x_scan.size - 1
print(f"oxide capacitance {c_ox*1e9:.1f} nF/cm2")
print(f"separate oxide for each patch: peak change "
      f"{100*(series_curve[best]/(c_it*h_p)-1):+.1f} %, "
      f"omega*tau {np.exp(x_scan[best]):.3f}")

# Traps inside the oxide, reached by tunnelling: tau grows as exp(depth/length)
barrier_ev, m_ox, n_border = 3.0, 0.4, 1e18
length = 100 * const.hbar / (2 * np.sqrt(2 * m_ox * const.m_e * barrier_ev * q))
border = quad(lambda z: averaged(x_p + z, s), 0, min(t_ox / length, 60), limit=200)[0]
print(f"tunnel barrier {barrier_ev:.1f} eV, oxide mass {m_ox} m_e, "
      f"decay length {length*1e7:.4f} nm")
print(f"border traps {n_border:.0e} cm^-3 eV^-1: added loss at peak "
      f"{100*n_border*length/d_it*border/h_p:.1f} %")
print(f"log10 of tunnel factor through whole oxide {-t_ox/length/np.log(10):.0f}")


def band_density(mass):
    return 2e-6 * (2 * np.pi * mass * const.m_e * kb * T / const.h**2)**1.5


n_c = 4 * band_density((m_t**2 * m_l)**(1 / 3))
n_v = band_density(m_hole)
log_ratio = (np.log(n_c * n_v) - band_gap / vt - 2 * np.log(n_surface)) / np.log(10)
print(f"log10 of hole/electron density at mean patch {log_ratio:.1f}")
k_d = n_c / 2 * np.exp(-donor_ev / vt)
ionized = (-k_d + np.sqrt(k_d**2 + 4 * k_d * doping)) / (2 * doping)
print(f"donor depth {donor_ev*1e3:.0f} meV, ionized fraction in bulk {ionized:.3f}")
accumulated = norm.sf(bending / vt / s)
degenerate = norm.sf((bending / vt + np.log(n_c / doping)) / s)
print(f"patches in accumulation {100*accumulated:.2f} %, "
      f"degenerate {100*degenerate:.4f} %")
width = np.sqrt(2 * eps_ge * eps0 * bending / (q * doping))
c_dep = eps_ge * eps0 / width
charge = width**2 * (sigma_mv * 1e-3 * (c_ox + c_dep + c_it) / q)**2
field = q * (charge + doping * width) / (eps_ox * eps0)
print(f"depletion width {width*1e7:.1f} nm, taken as patch side")
print(f"random fixed charge needed {charge:.2e} cm^-2")
print(f"oxide field if that charge has one sign {field/1e6:.2f} MV/cm")
T_room = 300.0
s_room = sigma_mv * 1e-3 * q / (kb * T_room)
h_room = peak(lambda x: averaged(x, s_room))[1]
print(f"same fluctuation at {T_room:.0f} K: s {s_room:.3f}, peak/C_it {h_room:.4f}, "
      f"law too high by {100*(LIMIT/s_room/h_room-1):.1f} %")
print("finished without a failed check")
```

It prints:

```
TESTS (dimensionless)
largest kernel error, time domain vs formula: 4.2e-08
area 1.57080, mean 1.0000, variance 3.4674, third 2.000
limit constant sqrt(pi/8): 0.62666
no fluctuations: peak/C_it 0.4024 at omega*tau 1.980
s=   2: s*peak/C_it 0.47399, lower bound 0.35505, omega*tau 2.426
s=   5: s*peak/C_it 0.58875, lower bound 0.58320, omega*tau 2.632
s=  10: s*peak/C_it 0.61619, lower bound 0.61579, omega*tau 2.693
s=  20: s*peak/C_it 0.62397, lower bound 0.62394, omega*tau 2.712
s= 200: s*peak/C_it 0.62663
EXAMPLE: n-type Ge MOS capacitor, rough typical inputs
temperature 100 K, thermal voltage 8.617 mV
doping 1.0e+16 cm^-3, D_it 5.0e+11 cm^-2 eV^-1
mean band bending 100 mV, fluctuation 40 mV
oxide thickness (SiO2 equivalent) 10 nm
capture cross-section 1.0e-15 cm^2
masses: transverse 0.08, longitudinal 1.6, conductivity 0.117 m_e
band gap 0.73 eV = 84.7 kT
s 4.642, trap capacitance 80.11 nF/cm2
thermal velocity 1.971e+07 cm/s
mean-patch electron density 9.125e+10 cm^-3, tau 0.5561 ms
peak/C_it: full average 0.12571, wide-limit law 0.13500
peak G_p/omega: full 10.070, law 10.815 nF/cm2
law too high by 7.40 %
peak at omega*tau 2.621, frequency 0.7500 kHz
D_it read with law 4.656e+11 cm^-2 eV^-1
D_it read ignoring fluctuations 1.562e+11 cm^-2 eV^-1
within 4 kT/q of mean: 61.1 % of patches, 97.5 % of peak loss
NEGLECTED EFFECTS
D_it slope, decay energy 0.10 eV: peak change +9.2 %
oxide capacitance 345.3 nF/cm2
separate oxide for each patch: peak change +4.3 %, omega*tau 1.062
tunnel barrier 3.0 eV, oxide mass 0.4 m_e, decay length 0.0891 nm
border traps 1e+18 cm^-3 eV^-1: added loss at peak 11.2 %
log10 of tunnel factor through whole oxide -49
log10 of hole/electron density at mean patch -22.5
donor depth 13 meV, ionized fraction in bulk 0.958
patches in accumulation 0.62 %, degenerate 0.0138 %
depletion width 133.0 nm, taken as patch side
random fixed charge needed 3.12e+12 cm^-2
oxide field if that charge has one sign 1.51 MV/cm
same fluctuation at 300 K: s 1.547, peak/C_it 0.2730, law too high by 48.4 %
finished without a failed check
```
